# Bruggeman's symmetric equation and the onset of dc conduction

## The problem

A composite is made of conducting spheres, with volume fraction \(f\) and conductivity \(\sigma_c\), and insulating spheres, with volume fraction \(1-f\) and a small leakage conductivity \(\sigma_i\), where \(0<\sigma_i<\sigma_c\). Spheres of many sizes fill the volume, neither material plays the part of a host, and the mixture is isotropic on a large scale. Its effective conductivity \(\sigma_e\) is defined by \(\langle J\rangle=\sigma_e\langle E\rangle\), where the brackets are volume averages. Bruggeman's symmetric equation reads

\[
f\,\frac{\sigma_c-\sigma_e}{\sigma_c+2\sigma_e}+(1-f)\,\frac{\sigma_i-\sigma_e}{\sigma_i+2\sigma_e}=0 .
\]

(a) Derive this equation from the field inside a single sphere, and state the approximation made.

(b) Solve it for \(\sigma_e\) and justify the choice of root.

(c) Let the leakage vanish and show that dc conduction begins at \(f=1/3\).

(d) How does \(\sigma_e\) depend on a small leakage below, at and above this fraction? Evaluate it for \(\sigma_c=10^{-2}\) S/m, \(\sigma_i=10^{-10}\) S/m and \(f=0.20,\ 0.30,\ 1/3,\ 0.40,\ 0.60\).

(e) Explain the onset through the fields in the two kinds of sphere, without using the solution of (b).

## Hints

**For (a).** Replace everything outside one chosen sphere by a uniform medium of conductivity \(\sigma_e\). The potential is then a uniform-field term inside, and a uniform-field term plus a dipole term outside. Ask what the average of the inner fields must be.

**For (b).** Clear the denominators. The product of the two roots tells you their signs.

**For (c).** Keep \(\sigma_i\) positive until the root has been chosen. Remember that \(\sqrt{x^2}=|x|\).

**For (d).** Where \(3f-1\) is negative, the root formula subtracts two nearly equal numbers. Rationalize it first.

**For (e).** Find the largest field an insulating sphere can carry. Can the insulating spheres alone supply the average field?

## Full solution

### (a) From one sphere to the mixture

Take a sphere of radius \(a\) and conductivity \(s\), where \(s\) stands for \(\sigma_c\) or \(\sigma_i\), in a medium of conductivity \(\sigma_e\) with far field \(E_0\). In a steady state \(\nabla\cdot\mathbf J=0\) and \(\mathbf E=-\nabla\phi\), so \(\phi\) obeys Laplace's equation in each region. The solution that is regular at the centre and has the right far field is

\[
\phi_{\rm in}=-E_{\rm in}\,r\cos\theta,\qquad
\phi_{\rm out}=\left(-E_0r+\frac{p}{r^2}\right)\cos\theta .
\]

Continuity of the potential at \(r=a\) gives \(-E_{\rm in}a=-E_0a+p/a^2\), hence \(p/a^3=E_0-E_{\rm in}\). The outer radial field is \(-\partial_r\phi_{\rm out}=(E_0+2p/r^3)\cos\theta\), so continuity of the normal current gives

\[
sE_{\rm in}=\sigma_e\left(E_0+\frac{2p}{a^3}\right)=\sigma_e(3E_0-2E_{\rm in}).
\]

Collecting the terms in \(E_{\rm in}\),

\[
\frac{E_{\rm in}}{E_0}=\frac{3\sigma_e}{s+2\sigma_e}. \tag{1}
\]

The radius has dropped out, so spheres of all sizes carry the same field if they are of the same material.

The approximation is to treat every sphere as if its surroundings were the uniform effective medium, and to identify \(E_0\) with the average field in the composite. Since the spheres fill the volume, the average of the inner fields must equal \(E_0\):

\[
f\,\frac{3\sigma_e}{\sigma_c+2\sigma_e}+(1-f)\,\frac{3\sigma_e}{\sigma_i+2\sigma_e}=1. \tag{2}
\]

Because

\[
1-\frac{3\sigma_e}{s+2\sigma_e}=\frac{s-\sigma_e}{s+2\sigma_e},
\]

subtracting (2) from \(f+(1-f)=1\) gives Bruggeman's equation.

The average current must also be right. A sphere contributes \(sE_{\rm in}=\sigma_e(3E_0-2E_{\rm in})\). Averaging with \(\langle E_{\rm in}\rangle=E_0\) gives \(\sigma_e(3E_0-2E_0)=\sigma_eE_0\), which agrees with the definition of \(\sigma_e\).

### (b) The physical root

Multiply Bruggeman's equation by both denominators:

\[
f(\sigma_c-\sigma_e)(\sigma_i+2\sigma_e)+(1-f)(\sigma_i-\sigma_e)(\sigma_c+2\sigma_e)=0 .
\]

The two products expand to

\[
(\sigma_c-\sigma_e)(\sigma_i+2\sigma_e)=\sigma_c\sigma_i+(2\sigma_c-\sigma_i)\sigma_e-2\sigma_e^2,
\]
\[
(\sigma_i-\sigma_e)(\sigma_c+2\sigma_e)=\sigma_c\sigma_i+(2\sigma_i-\sigma_c)\sigma_e-2\sigma_e^2 .
\]

With weights \(f\) and \(1-f\), the first and last terms keep their coefficients. In the middle term, \(\sigma_c\) has the coefficient \(2f-(1-f)=3f-1\), and \(\sigma_i\) has \(-f+2(1-f)=2-3f\). After a change of overall sign,

\[
2\sigma_e^2-b\,\sigma_e-\sigma_c\sigma_i=0,\qquad
b=(3f-1)\sigma_c+(2-3f)\sigma_i. \tag{3}
\]

The product of the roots is \(-\sigma_c\sigma_i/2\), which is negative. The discriminant \(b^2+8\sigma_c\sigma_i\) is positive, so the roots are real and one of them is positive, the other negative. A passive material cannot have a negative dc conductivity, because it would deliver power instead of dissipating it. The physical solution is therefore

\[
\sigma_e=\frac{b+\sqrt{b^2+8\sigma_c\sigma_i}}{4}. \tag{4}
\]

Two limits can be compared with the dilute case, in which isolated spheres sit in a host of conductivity \(\sigma_h\). The excess current \(\langle J-\sigma_hE\rangle\) then comes from the spheres alone, and to first order in their fraction (1) applies with \(\sigma_e\) replaced by \(\sigma_h\). Highly conducting spheres at fraction \(f\) give \(\sigma_e\approx\sigma_h(1+3f)\). Insulating spheres at fraction \(1-f\) give \(\sigma_e\approx\sigma_h[1-\tfrac32(1-f)]\). The results of (c) and (d) reproduce both.

### (c) The leakage vanishes

As \(\sigma_i\to0^+\), \(b\to(3f-1)\sigma_c\) and the term \(8\sigma_c\sigma_i\) disappears. The square root tends to \(|3f-1|\sigma_c\), not to \((3f-1)\sigma_c\), so

\[
\sigma_e\to\frac{\sigma_c}{4}\bigl(3f-1+|3f-1|\bigr)=
\begin{cases}
0, & f\le \tfrac13,\\[4pt]
\dfrac{3f-1}{2}\,\sigma_c, & f>\tfrac13 .
\end{cases} \tag{5}
\]

This is the required result: dc conduction begins at the conductor volume fraction one third, and grows linearly above it. At \(f=1\) the formula returns \(\sigma_c\).

The limit has to be taken after the choice of root. If \(\sigma_i=0\) is set in (3) at once, the equation becomes \(\sigma_e[2\sigma_e-(3f-1)\sigma_c]=0\). For \(f>1/3\) neither root is negative, and the sign argument no longer decides between them. The root \(\sigma_e=0\) also makes the insulator term of the original equation \(0/0\). An arbitrarily small positive leakage removes the ambiguity.

### (d) Small leakage

**Below the onset**, \(b\) is negative for small \(\sigma_i\). Multiply and divide (4) by \(\sqrt{b^2+8\sigma_c\sigma_i}-b\). The numerator becomes \(8\sigma_c\sigma_i\), and

\[
\sigma_e=\frac{2\sigma_c\sigma_i}{\sqrt{b^2+8\sigma_c\sigma_i}-b}
\approx\frac{2\sigma_c\sigma_i}{2(1-3f)\sigma_c}=\frac{\sigma_i}{1-3f}. \tag{6}
\]

The conductors amplify the leakage, but the current is still limited by the insulator. For small \(f\) this is \(\sigma_i(1+3f)\), the dilute result.

**At \(f=1/3\)**, \(b=\sigma_i\) and

\[
\sigma_e=\frac{\sigma_i+\sqrt{\sigma_i^2+8\sigma_c\sigma_i}}{4}
\approx\sqrt{\frac{\sigma_c\sigma_i}{2}}+\frac{\sigma_i}{4}. \tag{7}
\]

**Above the onset**, \(\sigma_e\approx(3f-1)\sigma_c/2\), independent of the leakage at leading order.

The off-threshold laws need \(8\sigma_c\sigma_i\ll b^2\), that is, \(|3f-1|\gg\sqrt{8\sigma_i/\sigma_c}\). For the given ratio \(\sigma_i/\sigma_c=10^{-8}\) the right side is about \(3\times10^{-4}\), so the four other fractions lie well outside the rounded region. The values are:

- \(f=0.20\): \(10^{-10}/0.40=2.5\times10^{-10}\) S/m.
- \(f=0.30\): \(10^{-10}/0.10=1.0\times10^{-9}\) S/m.
- \(f=1/3\): \(\sqrt{10^{-12}/2}=7.07\times10^{-7}\) S/m.
- \(f=0.40\): \(0.20\times10^{-2}/2=1.0\times10^{-3}\) S/m.
- \(f=0.60\): \(0.80\times10^{-2}/2=4.0\times10^{-3}\) S/m.

Roots of the uncleared equation, found by bracketing, agree with these laws; they are listed in the numerical output. From \(f=0.30\) to \(f=0.40\) the conductivity rises by a factor of \(10^6\).

With a finite leakage nothing jumps at \(f=1/3\), so it is useful to have a marker for the onset. Consider the slope \(m=d\ln\sigma_e/d\ln\sigma_i\) at fixed \(f\) and \(\sigma_c\). For small leakage it is 1 below the onset, \(1/2\) at it and 0 above. To find where \(m=1/2\), differentiate (3) with respect to \(\sigma_i\), using \(\partial b/\partial\sigma_i=2-3f\):

\[
(4\sigma_e-b)\,\frac{d\sigma_e}{d\sigma_i}=\sigma_c+(2-3f)\sigma_e .
\]

Put \(d\sigma_e/d\sigma_i=\sigma_e/(2\sigma_i)\) and multiply by \(2\sigma_i\):

\[
4\sigma_e^2-b\sigma_e=2\sigma_c\sigma_i+2(2-3f)\sigma_i\sigma_e .
\]

By (3), \(4\sigma_e^2=2b\sigma_e+2\sigma_c\sigma_i\). What remains is \(b=2(2-3f)\sigma_i\), or \((3f-1)\sigma_c=(2-3f)\sigma_i\). With \(q=\sigma_i/\sigma_c\),

\[
f_{1/2}=\frac13\,\frac{1+2q}{1+q}\approx\frac13+\frac q3 .
\]

For \(q=10^{-4}\) this is 0.333367, the value found by a numerical search on the slope. At \(q=10^{-12}\) the search gives 0.33333333.

### (e) Why one third

By (1), the field in an insulating sphere is

\[
\frac{E_i}{E_0}=\frac{3\sigma_e}{\sigma_i+2\sigma_e}<\frac32 ,
\]

and it approaches \(3/2\) when \(\sigma_e\gg\sigma_i\). For \(f<1\) the insulating spheres thus supply less than \(\tfrac32(1-f)\) of the average field. If \(f>1/3\), this is less than the whole, and the conducting spheres must supply the rest:

\[
f\,\frac{3\sigma_e}{\sigma_c+2\sigma_e}>1-\frac32(1-f)=\frac{3f-1}{2}.
\]

Multiplying by \(2(\sigma_c+2\sigma_e)\) gives \(6f\sigma_e>(3f-1)\sigma_c+(6f-2)\sigma_e\), and therefore

\[
\sigma_e>\frac{3f-1}{2}\,\sigma_c .
\]

This holds for \(1/3<f<1\) and any positive leakage, however small; at \(f=1\) it becomes an equality. A field in the conductors means a current of the order of \(\sigma_c\), so the mixture conducts.

If \(0<f<1/3\), use instead that the conductors' share is positive. The insulators' share is then less than one, \(3(1-f)\sigma_e<\sigma_i+2\sigma_e\), which gives

\[
\sigma_e<\frac{\sigma_i}{1-3f}.
\]

This vanishes with the leakage. The insulators can now hold the whole average field, and the field in the conductors tends to zero.

The computed fields show the change. At \(f=0.30\) the insulating spheres carry \(1.43E_0\) and supply \(0.70\times1.43=1.00\) of the average; the conducting spheres carry \(3\times10^{-7}E_0\). At \(f=0.40\) the insulators are at their limit, \(1.50E_0\) to the digits given, and supply \(0.60\times1.50=0.90\). The missing 0.10 comes from the conductors, which carry \(0.25E_0\) in a volume fraction of 0.40.

The number \(1/3\) thus follows from the factor \(3/2\) for an insulating sphere, together with the assumption that each sphere sees a uniform average medium. It is not a property of every two-phase mixture. If each conducting grain is wrapped in a closed insulating shell, there is no conducting path at any \(f<1\), and the dc conductivity is zero without leakage. Equation (5) also ignores how neighbouring spheres are arranged. Near the onset the current depends on which conductors touch, so there the threshold and the linear rise should be read as predictions of this mean-field model. A simple cubic network of randomly placed conducting and insulating bonds has the same mean-field equation, yet it begins to conduct near \(f=0.25\), so at \(f=0.30\) it is already a conductor; well above the onset it follows (5) closely.

## Variation 1: permittivity away from the onset

*Let the insulator have no leakage, and let the materials have permittivities \(\varepsilon_c\) and \(\varepsilon_i\). Find the low-frequency permittivity of the mixture for \(f\ne1/3\).*

With the time factor \(e^{+i\omega t}\), the sum of conduction and displacement current is \((\sigma+i\omega\varepsilon)E\), and its normal component is continuous. If the spheres are small compared with the wavelength and the skin depth, the derivation in (a) holds with

\[
s_c=\sigma_c+i\omega\varepsilon_c,\qquad s_i=i\omega\varepsilon_i,\qquad s_e=\sigma_e'+i\omega\varepsilon_e
\]

in place of the conductivities.

The root must be chosen anew, since "positive" has no meaning for complex numbers. Since \((z-1)/(z+2)=1-3/(z+2)\), its imaginary part is \(3\,\mathrm{Im}\,z/|z+2|^2\). Applied with \(z=s_c/s_e\) and \(z=s_i/s_e\), the imaginary part of Bruggeman's equation says that \(\mathrm{Im}(s_c/s_e)\) and \(\mathrm{Im}(s_i/s_e)\) have opposite signs. They cannot both vanish, because \(s_c\) and \(s_i\) have different phases. Hence either \(s_e\) or \(-s_e\) lies in the angle between \(s_c\) and \(s_i\).

Let \(\theta\) be the phase of \(s_c\), with \(0<\theta<\pi/2\); that of \(s_i\) is \(\pi/2\). If both roots lay in this angle, or both in its negative, their product would have a phase between \(2\theta\) and \(\pi\). The product is \(-s_cs_i/2\), with phase \(\theta-\pi/2<0\), equivalent to \(\theta+3\pi/2>\pi\). So one root lies in each. The one between \(s_c\) and \(s_i\) has positive loss and positive permittivity, and (4) gives it when the square root has a positive real part.

**Below the onset**, write \(v=1-3f\), so that \(b=-vs_c+(1+v)s_i\), and try \(s_e=a_1s_i+a_2s_i^2/s_c\). In (3) the terms in \(s_cs_i\) give \(va_1=1\). The terms in \(s_i^2\) give \(2a_1^2+va_2-(1+v)a_1=0\), hence

\[
a_2=\frac{v+v^2-2}{v^3}=-\frac{(1-v)(2+v)}{v^3}=-\frac{9f(1-f)}{v^3}.
\]

With \(s_i^2=-\omega^2\varepsilon_i^2\) and \(s_c\approx\sigma_c\),

\[
\varepsilon_e=\frac{\varepsilon_i}{1-3f},\qquad
\sigma_e'=\frac{9f(1-f)\,\omega^2\varepsilon_i^2}{(1-3f)^3\sigma_c}.
\]

The loss vanishes at dc, as it must. The permittivity is raised by charge that collects on the surfaces of the conducting spheres.

**Above the onset**, write \(u=3f-1\) and try \(s_e=us_c/2+c\,s_i\). The terms in \(s_cs_i\) give \(2uc-uc-u(1-u)/2-1=0\), so

\[
c=\frac{2+u-u^2}{2u}=\frac{(2-u)(1+u)}{2u}=\frac{9f(1-f)}{2(3f-1)},
\]
\[
\varepsilon_e=\frac{3f-1}{2}\,\varepsilon_c+\frac{9f(1-f)}{2(3f-1)}\,\varepsilon_i .
\]

Close to the onset \(9f(1-f)/2\to1\), so \(\varepsilon_e\approx\varepsilon_i/|3f-1|\) on both sides: the static permittivity diverges where dc conduction begins. At a finite frequency these laws need \(\omega\varepsilon_c\ll\sigma_c\) and \(|3f-1|\gg\sqrt{8\omega\varepsilon_i/\sigma_c}\), which is \(1.3\times10^{-3}\) for the numbers below; closer to the onset the permittivity levels off at the value of Variation 2.

For relative permittivities 10 (conductor) and 4 (insulator), \(f=0.30\) gives \(4/0.10=40\), and \(f=0.40\) gives \(0.1\times10+5.4\times4=22.6\). The values computed at 10 Hz with \(\sigma_c=10^{-2}\) S/m agree.

## Variation 2: the alternating field at the onset

*For the same materials, what replaces the diverging permittivity at \(f=1/3\)?*

Here \(b=s_i\), and (7) becomes \(s_e\approx\sqrt{s_cs_i/2}+s_i/4\). For \(\omega\varepsilon_i\ll\sigma_c\) and \(\omega\varepsilon_c\ll\sigma_c\), the first term is \(\sqrt{i\omega\varepsilon_i\sigma_c/2}\). With \(\sqrt i=(1+i)/\sqrt2\),

\[
\sigma_e'\approx\omega\varepsilon_e\approx\tfrac12\sqrt{\omega\varepsilon_i\sigma_c}.
\]

The current leads the field by 45° at leading order. The conductivity vanishes as \(\omega^{1/2}\), so there is still no dc conduction at \(f=1/3\) itself, while the permittivity grows as \(\omega^{-1/2}\).

At 10 Hz, \(\omega\varepsilon_i=2.23\times10^{-9}\) S/m, and \(\sigma_e'=\tfrac12\sqrt{2.23\times10^{-11}}\) S/m \(=2.36\times10^{-6}\) S/m. The leading law gives a relative permittivity of 4239.7, and the full equation gives 4240.7. The difference of 1.0 is the term \(s_i/4\), which adds a quarter of the insulator's relative permittivity of 4. So large a value comes from the contrast between the two materials at low frequency; neither has a relative permittivity above 10. It is reached only for \(|3f-1|\ll1.3\times10^{-3}\). The exponent \(1/2\) and the 45° lead are results of the mean-field model: a random three-dimensional resistor network at its own threshold has an exponent near 0.7 and a phase lead well above 45°.

## Table of computed values

```
conductor conductivity          1.000e-02 S/m
insulator dc leakage            1.000e-10 S/m
relative permittivity conductor 10.0
relative permittivity insulator 4.0
frequency                       10.0 Hz
largest sphere-field error      1.2e-13 (relative)
DC: f, se (S/m), limiting law (S/m),
    E_in/E0 insulator, E_in/E0 conductor, conductor field share
  0.2000 2.5000e-10 2.5000e-10 1.2500 7.500e-08 0.0000
  0.3000 1.0000e-09 1.0000e-09 1.4286 3.000e-07 0.0000
  0.3333 7.0713e-07 7.0711e-07 1.4999 2.121e-04 0.0001
  0.4000 1.0000e-03 1.0000e-03 1.5000 2.500e-01 0.1000
  0.6000 4.0000e-03 4.0000e-03 1.5000 6.667e-01 0.4000
Onset fraction where the leakage slope is 1/2:
  si/sc = 1e-04: f = 0.33336666
  si/sc = 1e-08: f = 0.33333334
  si/sc = 1e-12: f = 0.33333333
  slope at f = 0.30: 1.0000, at f = 0.40: 0.0000
AC: f, Re se (S/m), its law (S/m), rel. permittivity, its law
  0.2000 1.1142e-14 1.1142e-14 10.000 10.000
  0.3000 9.3592e-13 9.3592e-13 40.000 40.000
  0.3333 2.3587e-06 2.3587e-06 4240.707 4239.706
  0.4000 1.0000e-03 1.0000e-03 22.600 22.600
  0.6000 4.0000e-03 4.0000e-03 9.400 9.400
```
